\section*{The two-electron mass-velocity expectation value and its convergence without cusps}

\section{Definitions and conventions}

Atomic units are used. Two electrons move around an infinitely heavy point nucleus of charge $Z$ at the origin:
\begin{equation}
H=T+V,\qquad T=\tfrac12(p_1^2+p_2^2),\qquad
V=-\frac{Z}{r_1}-\frac{Z}{r_2}+\frac1{r_{12}},
\end{equation}
with $p_i^2=-\nabla_i^2$. The spatial function $\psi$ is a real, normalized spin-singlet bound state with $H\psi=E\psi$. The leading relativistic correction to the kinetic energy is the mass-velocity energy
\begin{equation}
E_{\rm mv}=-\frac{\alpha^2}{8}\,\langle p_1^4+p_2^4\rangle ,
\end{equation}
where $\alpha$ is the fine-structure constant. The expectation values are defined by
\begin{equation}
\langle p_i^4\rangle=\|p_i^2\psi\|^2,\qquad
\langle p_1^2p_2^2\rangle=\langle p_1^2\psi|p_2^2\psi\rangle .
\label{def}
\end{equation}
In momentum space these are the integrals of $p_i^4|\hat\psi|^2$ and $p_1^2p_2^2|\hat\psi|^2$, where $\hat\psi$ is the Fourier transform of $\psi$. They are finite because functions in the domain of $H$ have square-integrable second derivatives (Kato's theorem).

The definition matters, because $\psi$ has cusps. For hydrogen, $\psi=e^{-r}/\sqrt\pi$ and $\nabla^2\psi=(1-2/r)\psi$. Away from the origin $\nabla^2(\psi/r)=\psi/r$, and at the origin there is an additional $-4\pi\psi(0)\delta(\mathbf r)$. Hence
\begin{equation}
\nabla^4\psi=\Bigl(1-\frac4r\Bigr)\psi+8\pi\psi(0)\,\delta(\mathbf r).
\end{equation}
With $\langle1/r\rangle=1$ and $\psi(0)^2=1/\pi$, the pointwise part gives $1-4=-3$ and the delta term gives $8$. Their sum is $5$. The norm gives the same value with no delta function: $\|p^2\psi\|^2=1-4\langle1/r\rangle+4\langle1/r^2\rangle=1-4+8=5$, since $\langle1/r^2\rangle=2$.

\section{The identity}

The eigenvalue equation says $T\psi=(E-V)\psi$, that is,
\begin{equation}
(p_1^2+p_2^2)\psi=2(E-V)\psi .
\end{equation}
Take the squared norm of each side. The left side is
\begin{equation}
\|p_1^2\psi+p_2^2\psi\|^2
=\|p_1^2\psi\|^2+\|p_2^2\psi\|^2+2\langle p_1^2\psi|p_2^2\psi\rangle ,
\end{equation}
and the right side is $4\langle(E-V)^2\rangle$. With (\ref{def}),
\begin{equation}
\boxed{\;\langle p_1^4+p_2^4\rangle
=4\langle(E-V)^2\rangle-2\langle p_1^2p_2^2\rangle\;}
\label{id}
\end{equation}
The left side will be called the direct form $D$ and the right side the new form $N$.

For a normalized trial function $\tilde\psi$ with energy $\tilde E$ the two forms differ. In $D-N$ the term $+2\langle p_1^2p_2^2\rangle$ completes $D$ to $4\|T\tilde\psi\|^2$, so
\begin{align}
D-N&=4\|T\tilde\psi\|^2-4\|(\tilde E-V)\tilde\psi\|^2\notag\\
&=4\bigl\langle(T-\tilde E+V)\tilde\psi\,\big|\,(T+\tilde E-V)\tilde\psi\bigr\rangle\notag\\
&=4\bigl\langle(H-\tilde E)\tilde\psi\,\big|\,(T+\tilde E-V)\tilde\psi\bigr\rangle .
\label{gap}
\end{align}
The second line holds because the cross terms $\pm\langle T\tilde\psi|(\tilde E-V)\tilde\psi\rangle$ cancel for real functions. The difference is governed by the residual $(H-\tilde E)\tilde\psi$, so the two forms may approach their common limit at different rates. If the limit of the approximation is not an eigenfunction of $H$, as in Hartree--Fock theory, (\ref{id}) is not justified and the two forms need not agree even in a complete one-electron basis.

\section{The cusps}

Near $r_1=0$, at fixed $\mathbf r_2\ne0$, write the spherical part of $\psi$ as $\chi(\mathbf r_2)(1+cr_1)$. Since $\nabla^2r=2/r$, the $1/r_1$ terms of $H\psi$ are $(-c-Z)\chi/r_1$. They must cancel, because $E\psi$ is finite. So $c=-Z$ and
\begin{equation}
p_1^2\psi\simeq\frac{2Z}{r_1}\,\chi .
\label{ncusp}
\end{equation}

Near $r_{12}=0$ put $\mathbf r=\mathbf r_1-\mathbf r_2$, $\mathbf R=(\mathbf r_1+\mathbf r_2)/2$ and $\psi\simeq\phi(\mathbf R)(1+c'r)$. Both $p_1^2$ and $p_2^2$ contain $-\nabla_{\mathbf r}^2$, so $T\psi\simeq-2c'\phi/r$. This must cancel $\phi/r$, hence $c'=\tfrac12$ and
\begin{equation}
p_1^2\psi\simeq p_2^2\psi\simeq-\frac{\phi}{r_{12}} .
\label{ecusp}
\end{equation}

A cuspless basis, such as Gaussians, is smooth. Suppose it reproduces $\psi$ down to a length $b$ and rounds off the cusp below it. The error $\eta=\tilde\psi-\psi$ is then taken to be concentrated within a distance of order $b$ of the coalescence point. The next two sections count powers of $b$ under this assumption; the numerical results test the outcome.

\section{A missing electron-nucleus cusp}

Here $\eta\sim Zb\chi$ and $p_1^2\eta\sim Z\chi/b$ in a volume of order $b^3$. The error of the direct form is
\begin{equation}
\|p_1^2\tilde\psi\|^2-\|p_1^2\psi\|^2
=2\langle p_1^2\eta|p_1^2\psi\rangle+\|p_1^2\eta\|^2
\sim\frac Zb\,\frac Zb\,b^3=Z^2b .
\end{equation}
In the new form the strongest singularity, $Z^2/r_1^2$, multiplies the function itself and not its second derivatives:
\begin{equation}
2\Bigl\langle\eta\Big|\frac{Z^2}{r_1^2}\Big|\psi\Bigr\rangle
\sim Zb\,\frac{Z^2}{b^2}\,b^3=Z^3b^2 .
\end{equation}
In the mixed term $p_2^2\psi$ stays finite as $r_1\to0$ at fixed $\mathbf r_2$, so $\langle p_1^2\eta|p_2^2\psi\rangle$ is at most of order $(Z/b)\,b^3=Zb^2$. The variational energy error is of order $\|\nabla\eta\|^2\sim Z^2b^3$. The new form therefore gains one power of $b$.

A Gaussian $e^{-\zeta r^2}$ has width $\zeta^{-1/2}$, so $b\sim\zeta_{\max}^{-1/2}$. The predicted errors are
\begin{equation}
\text{direct}\sim\zeta_{\max}^{-1/2},\qquad
\text{new}\sim\zeta_{\max}^{-1}.
\label{rates}
\end{equation}
Hydrogen isolates this effect. Its identity is $\langle p^4\rangle=4\langle(E-V)^2\rangle$, with exact value 5. In an even-tempered $s$ basis the errors are:
\begin{center}
\begin{tabular}{rrr}
$\zeta_{\max}$ (bohr$^{-2}$) & direct (a.u.) & new (a.u.)\\
20.48 & $-0.548$ & $-0.0827$\\
327.68 & $-0.132$ & $-0.0050$\\
5242.88 & $-0.033$ & $-0.0003$
\end{tabular}
\end{center}
Each step multiplies $\zeta_{\max}$ by 16. The last two rows give the exponents $0.503$ and $1.007$, in agreement with (\ref{rates}).

\section{A missing electron-electron cusp}

Now $\eta\sim b\phi$ and, to leading order, $p_1^2\eta=p_2^2\eta=-\nabla_{\mathbf r}^2\eta$. By (\ref{ecusp}) the errors of $\|p_1^2\psi\|^2$, $\|p_2^2\psi\|^2$ and $\langle p_1^2p_2^2\rangle$ then share one leading value $X$, of order $(1/b)(1/b)\,b^3=b$. The error of $\langle1/r_{12}^2\rangle$ is of order $b\,b^{-2}b^3=b^2$. Therefore
\begin{equation}
\delta D\simeq 2X,\qquad \delta N\simeq-2X .
\label{flip}
\end{equation}
The new form does not improve the convergence order here. The leading error keeps its size and changes sign. The statement that (\ref{id}) converges faster thus concerns the nuclear cusp.

\subsection{The coefficient in a partial-wave truncation}

For an $S$ state $\psi$ depends on $r_1$, $r_2$ and the angle $\theta$ between $\mathbf r_1$ and $\mathbf r_2$. Expand it in $P_l(\cos\theta)$ and keep $l\le L$. Each truncated function is smooth in $\theta$, while the nuclear cusps are kept. The volume element is $8\pi^2r_1^2r_2^2\,dr_1dr_2\,d\cos\theta$.

Acting on $f(r_1,r_2)P_l$, each $p_i^2$ returns a radial function times the same $P_l$. Different $l$ are orthogonal, so the errors are minus the sums over the omitted waves. At large $l$ these come from (\ref{ecusp}). Use
\begin{equation}
\frac1{r_{12}}=\sum_l\frac{r_<^l}{r_>^{l+1}}P_l(\cos\theta),
\qquad \int_{-1}^1P_l^2\,dx=\frac2{2l+1}.
\end{equation}
Large $l$ favours $r_<\simeq r_>$, so $\phi$ may be taken at $r_1=r_2=r$, $r_{12}=0$. Put $r_>=r$, $r_<=tr$, and count both orderings with a factor 2:
\begin{align}
\Bigl\|\Bigl(\frac{\phi}{r_{12}}\Bigr)_l\Bigr\|^2
&\simeq8\pi^2\,\frac{2}{2l+1}\;2\int_0^\infty r^3\phi^2\,dr\int_0^1t^{2l+2}dt\notag\\
&=\frac{32\pi^2K}{(2l+1)(2l+3)},\qquad K=\int_0^\infty r^3\phi^2\,dr .
\end{align}
The powers of $r$ are $r^4$ from the volume element, $r^{-2}$ from the squared coefficient and $r$ from $dr_<=r\,dt$. Since
\begin{equation}
\frac1{(2l+1)(2l+3)}=\frac12\Bigl(\frac1{2l+1}-\frac1{2l+3}\Bigr),
\end{equation}
the sum over $l>L$ telescopes to $1/[2(2L+3)]$. To leading order $X=-8\pi^2K/(L+1)$, and
\begin{equation}
\delta D\simeq-\frac{16\pi^2K}{L+1},\qquad
\delta N\simeq+\frac{16\pi^2K}{L+1}.
\label{law}
\end{equation}

\subsection{The potential term is of higher order}

The omitted part of $\psi$ is $\tfrac12\phi\sum_{l>L}c_lP_l$, where $c_l$ are the coefficients of $r_{12}$. Writing $r_{12}=(r_1^2+r_2^2-2r_1r_2\cos\theta)/r_{12}$ and using the recurrence for $\cos\theta\,P_l$ gives
\begin{equation}
c_l=\frac{1}{2l+3}\frac{r_<^{l+2}}{r_>^{l+1}}
-\frac1{2l-1}\frac{r_<^l}{r_>^{l-1}} .
\end{equation}
Let $\lambda=l+\tfrac12$, $r_</r_>=e^{-\xi}$ and $y=\lambda\xi$. For large $l$ this becomes $c_l\simeq-(r/\lambda^2)(1+y)e^{-y}$. At small angles $P_l\simeq J_0(\lambda\theta)$ and $r_{12}^2\simeq r^2(\theta^2+\xi^2)$, so
\begin{equation}
\int_{-1}^1\frac{P_l(x)}{r_{12}^2}\,dx
\simeq\frac1{r^2}\int_0^\infty\frac{\theta J_0(\lambda\theta)}{\theta^2+\xi^2}\,d\theta
=\frac{K_0(y)}{r^2},
\end{equation}
a standard Bessel integral. From $K_0(y)=\int_0^\infty e^{-y\cosh s}ds$,
\begin{align}
\int_0^\infty(1+y)e^{-y}K_0\,dy
&=\int_0^\infty\!\Bigl[\frac1{1+\cosh s}+\frac1{(1+\cosh s)^2}\Bigr]ds\notag\\
&=1+\tfrac13=\tfrac43 .
\end{align}
The first-order error is minus twice the matrix element of $1/r_{12}^2$ between the omitted part and $\phi$. Both orderings together give $dr_1dr_2\to2r\,dr\,dy/\lambda$, so
\begin{align}
\delta\Bigl\langle\frac1{r_{12}^2}\Bigr\rangle
&\simeq8\pi^2\sum_{l>L}\int_0^\infty r^4\phi^2\,
\frac{r}{\lambda^2}\,\frac1{r^2}\,\frac{2r}{\lambda}\,\frac43\,dr\notag\\
&=\frac{64\pi^2M}{3}\sum_{l>L}\frac1{\lambda^3}
\simeq\frac{32\pi^2}{3}\frac{M}{(L+1)^2},
\label{u2}
\end{align}
with $M=\int_0^\infty r^4\phi^2dr$. The slow part of $N$ therefore sits in $-2\langle p_1^2p_2^2\rangle$.

\subsection{Cancellation in the mean}

For any trial function, adding the two forms and completing the square gives
\begin{equation}
\tfrac12(D+N)=2\langle(\tilde E-V)^2\rangle+\tfrac12\|(p_1^2-p_2^2)\tilde\psi\|^2 .
\label{mean}
\end{equation}
Since $\nabla_1=\tfrac12\nabla_{\mathbf R}+\nabla_{\mathbf r}$ and $\nabla_2=\tfrac12\nabla_{\mathbf R}-\nabla_{\mathbf r}$, one has $p_1^2-p_2^2=-2\nabla_{\mathbf R}\cdot\nabla_{\mathbf r}$. Acting on $\tfrac12r\phi(\mathbf R)$ it gives $-\hat{\mathbf r}\cdot\nabla\phi$, which is bounded. The $1/r_{12}$ singularities have cancelled, as (\ref{flip}) requires. The nuclear singularity (\ref{ncusp}) remains in the difference, so the mean is no cure in a Gaussian basis.

\section{Why the gain is large in practice}

The squared singularities (\ref{ncusp}) and (\ref{ecusp}) are $4Z^2\chi^2/r_1^2$ and $\phi^2/r_{12}^2$. Integrated over small spheres of equal radius, their contents are in the ratio
\begin{equation}
4Z^2\,\frac{\langle\delta(\mathbf r_1)\rangle}{\langle\delta(\mathbf r_{12})\rangle}.
\end{equation}
For a rough size take two independent electrons in the orbital $\sqrt{k^3/\pi}\,e^{-kr}$. Then $\langle\delta(\mathbf r_1)\rangle=k^3/\pi$ and
\begin{equation}
\langle\delta(\mathbf r_{12})\rangle
=\frac{k^6}{\pi^2}\int_0^\infty4\pi r^2e^{-4kr}dr=\frac{k^3}{8\pi}.
\end{equation}
The ratio is $8\times4Z^2$, or 128 for helium in this uncorrelated model. Correlation keeps the electrons apart and about doubles it: the helium ground state has $\langle\delta(\mathbf r_1)\rangle=1.810$ and $\langle\delta(\mathbf r_{12})\rangle=0.1063$, a ratio of about 272. At comparable resolution the nuclear error dominates $D$, and this is the part whose order (\ref{id}) improves. Once it has become small, the electron-electron error limits $N$.

\section{Worked example: the helium ground state}

\subsection{Reference values}

The reference is a 70-term Hylleraas expansion with odd powers of $r_1$, $r_2$ and $r_{12}$, which can describe the cusps. It is a variational approximation to the nonrelativistic, fixed-nucleus problem, with $E=-2.90372$ hartree. It gives
\begin{equation}
N=122.440-2\times7.131=108.178\ \text{a.u.}
\end{equation}
The direct form gives $108.138$, lower by $0.040$. Between 34 and 70 terms $N$ moved by $0.004$ and $D$ by $0.071$, so $N$ is taken as the reference. Extending the same expansion to 715 terms gives $N=122.4435-2\times7.1336=108.176$ and $D=108.175$. So $N$ is good to about $0.002$, while $4\langle(E-V)^2\rangle$ and $\langle p_1^2p_2^2\rangle$ above are low by about $0.004$ and $0.003$; $E_{\rm mv}$ below is unchanged to the digits shown. The mass-velocity energy is
\begin{equation}
E_{\rm mv}=-\frac{\alpha^2}8\times108.178
=-7.201\times10^{-4}\ \text{hartree}=-158.0\ \text{cm}^{-1}.
\end{equation}
This is one term of the relativistic correction. The Darwin, contact, spin-dependent and orbit-orbit terms, radiative effects and nuclear motion are left out.

\subsection{Electron-electron cusp removed}

The reference function is truncated at $l\le L$, with $E$ held fixed. Errors are relative to the same form evaluated with the full reference function, and $K=0.003413$ ($0.003409$ with 715 terms):
\begin{center}
\begin{tabular}{rrrr}
$L$ & $\delta D$ (a.u.) & $\delta N$ (a.u.) & $16\pi^2K/(L+1)$\\
4 & $-0.108$ & $+0.129$ & 0.108\\
8 & $-0.059$ & $+0.067$ & 0.060\\
16 & $-0.031$ & $+0.033$ & 0.032
\end{tabular}
\end{center}
Signs and sizes follow (\ref{law}). At $L=16$ the error of $\langle1/r_{12}^2\rangle$ is $0.00068$, against $0.00067$ from (\ref{u2}), and the mean (\ref{mean}) is off by $0.0012$.

\subsection{Both cusps missing}

Explicitly correlated Gaussians $e^{-ar_1^2-br_2^2-cr_{12}^2}$ have neither cusp. Here the orbital exponents $a,b$ reach up to $\zeta_{\max}$, while the set of $c$ is fixed, with largest value 30 bohr$^{-2}$. Errors in a.u. relative to the reference $N$ and its two parts are:
\begin{center}
\begin{tabular}{rrrrr}
$\zeta_{\max}$ & $D$ & $N$ & $4\langle(E-V)^2\rangle$ & $-2\langle p_1^2p_2^2\rangle$\\
11.9 & $-32.45$ & $-11.08$ & $-11.34$ & $+0.26$\\
68.8 & $-13.69$ & $-2.14$ & $-2.22$ & $+0.08$\\
396.3 & $-5.68$ & $-0.31$ & $-0.37$ & $+0.06$\\
2282.5 & $-2.40$ & $+0.01$ & $-0.04$ & $+0.05$
\end{tabular}
\end{center}
Each step multiplies $\zeta_{\max}$ by $2.4^2=5.76$. The direct error falls by about $2.4$ per step, as $\zeta_{\max}^{-1/2}$ predicts. The potential term falls by factors of about 5, 6 and 9, near the predicted 5.76 at first. The larger last factor is what a positive offset of about $0.03$, independent of $\zeta_{\max}$, would produce: removing it from the last two rows leaves $-0.39$ and $-0.07$. The offset is fitted to make this ratio 5.76, so these two rows alone do not test it. It appears directly when $\zeta_{\max}$ is raised to $7.6\times10^4$ at the same $c$: the error of the potential term is then $+0.022$ relative to the 715-term value. Such an offset can come from the remaining incompleteness of the basis at fixed $c$ and, in smaller part, from the finite accuracy of the reference; its sources were not separated.

The mixed term levels off near $+0.05$. Its sign is that of $\delta N$ in (\ref{law}), and a floor is expected: the angle between $\mathbf r_1$ and $\mathbf r_2$ enters the basis only through the factor $e^{2c\,\mathbf r_1\cdot\mathbf r_2}$, so the angular resolution is fixed by the set of $c$, which does not change down the table. Relative to the 715-term value the floor is $0.059$. It stays there when $\zeta_{\max}$ is raised to $7.6\times10^4$, and it becomes $0.106$, $0.026$ and $0.009$ when the largest $c$ is 6, 150 and 750 bohr$^{-2}$.

In the last row the near-vanishing error of $N$ is a cancellation, $-0.04+0.05$, and does not measure its accuracy. The $-0.04$ is itself about $-0.07+0.03$ if the offset above is counted. A fairer figure adds the magnitudes, about $0.15$, which is still more than ten times smaller than the direct error of $2.40$. To go further in this basis both sets of exponents must grow. Larger orbital exponents remove the remaining nuclear part, about $-0.07$, but do not resolve the electron-electron cusp; larger $r_{12}$ exponents lower the floor but leave the nuclear part in place.

The numerical check checks the rates, the partial-wave laws and the comparison of the two forms numerically.

\section*{Table of computed values}
\begin{verbatim}
HYDROGEN, meaning of <p^4> (a.u.)
pointwise -3.0000, delta term 8.0000, norm 5.0000
HYDROGEN IN GAUSSIANS, exponents 0.04*2^k (bohr^-2), errors in a.u.
n=10 zeta_max=20.48 E=-0.4998109 hartree: direct -0.548136, new -0.082672
n=14 zeta_max=327.68 E=-0.4999969 hartree: direct -0.132242, new -0.005020
n=18 zeta_max=5242.88 E=-0.4999999 hartree: direct -0.032783, new -0.000307
error ~ zeta_max^-q: q direct 0.503, new 1.007
HELIUM, HYLLERAAS EXPANSION (E in hartree, <p^4> in a.u.)
degree 3, 13 terms: E=-2.90364044, direct 107.49464, new 108.06631
degree 5, 34 terms: E=-2.90371882, direct 108.06759, new 108.17382
degree 7, 70 terms: E=-2.90372347, direct 108.13825, new 108.17775
4<(E-V)^2> = 122.43951 a.u.
<p1^2 p2^2> = 7.13088 a.u.
mass-velocity energy = -7.20076e-04 hartree = -158.04 cm^-1
K = 0.003413, M = 0.001845, <delta(r12)> = 0.10658 (a.u.)
HELIUM TRUNCATED TO PARTIAL WAVES l<=L, errors in a.u.
L=4: direct -0.10815, new 0.12898, mean 0.01042, law +-0.10778
   <1/r12^2>: error 0.008030, law 0.007768
L=8: direct -0.05877, new 0.06660, mean 0.00392, law +-0.05988
   <1/r12^2>: error 0.002438, law 0.002397
L=16: direct -0.03088, new 0.03330, mean 0.00121, law +-0.03170
   <1/r12^2>: error 0.000676, law 0.000672
HELIUM IN CORRELATED GAUSSIANS, errors against Hylleraas (a.u.)
r12 exponents (bohr^-2): 0.0 0.25 1.2 6.0 30.0 ; orbital 0.15*2.4^k
n=6 zeta_max=11.9 terms=105 E=-2.888213 hartree: direct -32.4490, new -11.0810
   parts of new: 4<(E-V)^2> -11.3413, -2<p1^2 p2^2> 0.2603
n=8 zeta_max=68.8 terms=180 E=-2.902261 hartree: direct -13.6946, new -2.1404
   parts of new: 4<(E-V)^2> -2.2218, -2<p1^2 p2^2> 0.0814
n=10 zeta_max=396.3 terms=275 E=-2.903537 hartree: direct -5.6758, new -0.3101
   parts of new: 4<(E-V)^2> -0.3665, -2<p1^2 p2^2> 0.0564
n=12 zeta_max=2282.5 terms=390 E=-2.903638 hartree: direct -2.3987, new 0.0134
   parts of new: 4<(E-V)^2> -0.0403, -2<p1^2 p2^2> 0.0537
last row, |direct error / new error| = 178.8
\end{verbatim}
